# Friction on a slow ion: Fermi-level phase shifts and Lindhard theory

## A slow ion in a metal

An ion moving slowly through a metal loses energy to the conduction electrons. For a free-electron gas, the retarding force at low speed is proportional to velocity, as in a viscous liquid. At metallic densities, where the Fermi velocity lies between about 0.3 and 1 atomic unit, a proton attracts electrons strongly enough to distort their waves well beyond first order (in the example below its $s$-wave phase shift is about $0.3\pi$), so the friction coefficient should be obtained without assuming a weak perturbation.

The metal is modelled by a uniform, unpolarized electron gas at zero temperature, with a rigid neutralizing background. Its density is $n=k_F^3/(3\pi^2)$, where $k_F$ is the Fermi wavenumber. Hartree atomic units are used, so electron velocity equals wavevector. The ion has charge $Z$, constant velocity $\mathbf v$ with $v\ll k_F$, and a mass so large that its recoil is neglected. We seek $Q$ in

$$\mathbf F=-Q\,\mathbf v .$$

The energy lost to the electrons per unit path, the electronic stopping power, is $S=Qv$.

## From the force to a scattering problem

In the frame of the ion the flow is taken to be steady. Time-dependent density functional theory with an adiabatic functional, here the local density approximation, then gives electrons moving in a static Kohn-Sham potential,

$$V=V_{\rm ion}+v_H[\delta n]+\delta v_{xc},\qquad \delta n(\mathbf r)=n(\mathbf r)-n .$$

Here $n(\mathbf r)$ is the disturbed density, $v_H$ the Hartree potential of $\delta n$, and $\delta v_{xc}$ the change of the exchange-correlation potential. The electrons and background together act on the ion with the force

$$\mathbf F=\int\delta n\,\nabla V_{\rm ion}\,d^3r .$$

We may replace $V_{\rm ion}$ by $V$:

- The Hartree term $\int\delta n\,\nabla v_H[\delta n]$ vanishes because pair forces are opposite.
- In the local density approximation $n(\mathbf r)\nabla v_{xc}$ is the gradient of a function $P_{xc}(n(\mathbf r))$. Hence $\int\delta n\,\nabla\delta v_{xc}$ is the surface integral of $\delta P_{xc}-n\,\delta v_{xc}$. This is of second order in $\delta n$ and vanishes on a distant surface.

Let $\Pi$ be the electrons' momentum-flux tensor. In a steady state, the momentum inside a large sphere is constant, so $\int n(\mathbf r)\nabla V\,d^3r=-\oint\Pi\cdot d\mathbf S$. Therefore

$$\mathbf F=\int n(\mathbf r)\nabla V\,d^3r-n\oint V\,d\mathbf S=-\oint(\Pi+nV)\cdot d\mathbf S .$$

The second term matters because scattered electrons spread over an area growing as $r^2$, and their screening can leave a potential tail of order $v/r^2$. Such a tail varies slowly. The gas responds to it with a pressure change obeying $\nabla\delta P=-n\nabla V$, or $\delta P=-nV$, which cancels the term $nV$. What remains is the momentum brought in by incident electrons minus that carried away by scattered ones.

A memory-dependent exchange-correlation potential could add friction, which is not included here.

## Why the potential at rest is enough

The flow deforms the potential: $V=V_0+vV_1+\dots$, with $V_0$ the spherical potential of the ion at rest. The deformation could in principle contribute to the force at first order. It does not, for the following reason.

At first order there are two contributions: the shifted electron distribution scattering from $V_0$, and the unshifted, isotropic distribution scattering from $V_0+vV_1$. For the second, write the scattering matrix at one energy as $\mathsf S=1+T$. Elastic scattering conserves probability, so $\mathsf S^\dagger \mathsf S=\mathsf S\mathsf S^\dagger=1$, or

$$T+T^\dagger+T^\dagger T=0,\qquad T+T^\dagger+TT^\dagger=0 .$$

The diagonal elements give

$$\sum_{k'}|T_{k'k}|^2=-2\,{\rm Re}\,T_{kk}=\sum_{k'}|T_{kk'}|^2 .$$

Total scattering out of each direction equals total scattering into it. The momentum transfer of an isotropic distribution is proportional to

$$\sum_{kk'}|T_{k'k}|^2(\mathbf k-\mathbf k')=\sum_k\mathbf k\Big(\sum_{k'}|T_{k'k}|^2-\sum_{k'}|T_{kk'}|^2\Big)=0 .$$

No spherical symmetry was used. The deformation $V_1$ therefore affects the force at order $v^2$ or higher.

## The shifted Fermi sphere

An electron with wavevector $\mathbf k$ in the ion frame has $\mathbf k+\mathbf v$ in the metal. The occupied states are those with $|\mathbf k+\mathbf v|<k_F$, described by the step function $f_0(|\mathbf k+\mathbf v|)$.

One electron in a volume $\Omega$ carries flux $k/\Omega$. Scattering through angle $\theta$ gives the ion momentum $\mathbf k-\mathbf k'$. The transverse part averages to zero for a spherical potential, and the part along $\mathbf k$ is $k(1-\cos\theta)$. The momentum transferred per unit time is $\mathbf k\,(k/\Omega)\,\sigma_{tr}(k)$, with

$$\sigma_{tr}(k)=\int(1-\cos\theta)\,|f(\theta)|^2\,d\Omega_\theta ,$$

where $f(\theta)$ is the scattering amplitude. The force is a one-body quantity, so for independent Kohn-Sham electrons it is a sum over occupied scattering states, without extra Pauli factors. With two spins,

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f_0(|\mathbf k+\mathbf v|)\,\mathbf k\,k\,\sigma_{tr}(k).$$

To first order $|\mathbf k+\mathbf v|=k+\mathbf v\cdot\hat{\mathbf k}$, and the derivative of the step is $-\delta(k-k_F)$:

$$f_0(|\mathbf k+\mathbf v|)\simeq f_0(k)-\delta(k-k_F)\,\mathbf v\cdot\hat{\mathbf k}.$$

The first term integrates to zero over angles. In the second, $\int\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf v)\,d\Omega_k=4\pi\mathbf v/3$. One factor $k^2$ comes from $d^3k$ and another from $\mathbf k\,k$, so

$$\mathbf F=-\frac{2}{8\pi^3}\,k_F^4\,\sigma_{tr}(k_F)\,\frac{4\pi}{3}\mathbf v=-\frac{k_F^4}{3\pi^2}\,\sigma_{tr}(k_F)\,\mathbf v .$$

Since $k_F^4/(3\pi^2)=nk_F$,

$$\boxed{Q=n\,k_F\,\sigma_{tr}(k_F)}$$

Deep inside the sphere, opposite wavevectors are both occupied and their forces cancel. The imbalance sits at the surface, which is why the cross section is needed at the Fermi level.

## The transport cross section from phase shifts

Write $s_l=\sin\delta_l$, where $\delta_l$ is the phase shift of partial wave $l$ in $V_0$. The amplitude is

$$f(\theta)=\frac1k\sum_l(2l+1)\,e^{i\delta_l}s_l\,P_l(\cos\theta).$$

Because $\int_{-1}^1P_lP_{l'}\,dx=2\delta_{ll'}/(2l+1)$,

$$\int|f|^2d\Omega_\theta=\frac{4\pi}{k^2}\sum_l(2l+1)s_l^2=\frac{4\pi}{k^2}\sum_l(l+1)(s_l^2+s_{l+1}^2).$$

The last form follows by splitting $2l+1=(l+1)+l$ and relabelling the second part.

For the cosine term, the recursion $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ gives

$$\int_{-1}^1xP_lP_{l+1}\,dx=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

Each neighbouring pair appears twice, with complex-conjugate phase factors, so

$$\int\cos\theta\,|f|^2d\Omega_\theta=\frac{8\pi}{k^2}\sum_l(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1}).$$

Subtracting leaves, for each $l$, the bracket

$$s_l^2+s_{l+1}^2-2s_ls_{l+1}\cos(\delta_l-\delta_{l+1})=\big|s_le^{i\delta_l}-s_{l+1}e^{i\delta_{l+1}}\big|^2 .$$

With $s_le^{i\delta_l}=(e^{2i\delta_l}-1)/(2i)$, this is $\tfrac14|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2=\sin^2(\delta_l-\delta_{l+1})$. Hence

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}),$$

$$Q=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1})\Big|_{k_F}.$$

Each term is bounded by $4k_F^2(l+1)/(3\pi)$, however strong the ion.

## Screening fixes a sum of phases

Enclose the ion in a large sphere of radius $R$ on which the waves vanish. The radial wave behaves as $\sin(kr-l\pi/2+\delta_l)$, so the levels obey

$$kR-\frac{l\pi}{2}+\delta_l=N\pi ,$$

where $N$ counts levels from the lowest, bound ones included. At fixed $k_F$, the potential raises the number of levels below the Fermi energy by $\delta_l/\pi$, averaged over the position of $k_F$ between levels. With two spins and $2l+1$ orientations, neutrality requires the Friedel condition

$$Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F).$$

The phases here are absolute, not reduced modulo $\pi$.

## Linear Lindhard theory

Now treat the ion as a weak external charge at $\mathbf r=\mathbf vt$. In a medium with dielectric function $\varepsilon(q,\omega)$ its potential has Fourier components $4\pi Z/[q^2\varepsilon(q,\mathbf q\cdot\mathbf v)]$. The induced part acts back on the ion:

$$\mathbf F=-Z^2\int\frac{d^3q}{(2\pi)^3}\,i\mathbf q\,\frac{4\pi}{q^2}\left[\frac1{\varepsilon(q,\mathbf q\cdot\mathbf v)}-1\right].$$

The real part of $1/\varepsilon$ is even in $\omega$ and drops out; the imaginary part is odd and survives. With $\mu=\hat{\mathbf q}\cdot\hat{\mathbf v}$ and $S=-\mathbf F\cdot\hat{\mathbf v}$,

$$S=\frac{2Z^2}{\pi}\int_0^\infty q\,dq\int_0^1\mu\,d\mu\,{\rm Im}\frac{-1}{\varepsilon(q,qv\mu)}
=\frac{2Z^2}{\pi v^2}\int_0^\infty\frac{dq}{q}\int_0^{qv}\omega\,d\omega\,{\rm Im}\frac{-1}{\varepsilon(q,\omega)},$$

where $\omega=qv\mu$.

At low $v$ we need ${\rm Im}\,\varepsilon$ to first order in $\omega$. For independent electrons,

$${\rm Im}\,\varepsilon=\frac{4\pi}{q^2}\,2\pi\int\frac{d^3k}{(2\pi)^3}\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta\!\left(\tfrac{q^2}{2}+\mathbf k\cdot\mathbf q-\omega\right).$$

For small $\omega$ the occupation difference is $\omega\,\delta(k^2/2-k_F^2/2)$. The radial integral gives $k_F$, the azimuth $2\pi$, and the remaining angular delta function $1/(qk_F)$ if $q<2k_F$ and zero otherwise. Thus

$${\rm Im}\,\varepsilon=\frac{4\pi}{q^2}\cdot\frac{\omega}{2\pi q}=\frac{2\omega}{q^3}\qquad(q<2k_F).$$

To this order ${\rm Im}(-1/\varepsilon)=(2\omega/q^3)/\varepsilon(q,0)^2$. The frequency integral is $\int_0^{qv}2\omega^2d\omega/q^3=2v^3/3$, and $S=Qv$ gives

$$Q_{lin}=\frac{4Z^2}{3\pi}\int_0^{2k_F}\frac{dq}{q\,\varepsilon(q,0)^2}.$$

The static function is the same sum over transitions, with the energy denominator in place of $\pi$ times the delta function:

$$\varepsilon(q,0)-1=\frac{4\pi}{q^2}\,2\,{\rm P}\!\!\int\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{q^2/2+\mathbf k\cdot\mathbf q}.$$

The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns $f_{\mathbf k+\mathbf q}$ into $f_{\mathbf k}$ and reverses the sign of the denominator, so the two terms are equal and the numerator becomes $2f_{\mathbf k}$. The principal-value angular integral of $1/(q^2/2+kq\mu')$, with $\mu'=\hat{\mathbf k}\cdot\hat{\mathbf q}$, is $(2\pi/kq)\ln|(2k+q)/(2k-q)|$. Since $4\cdot2\pi/(2\pi)^3=1/\pi^2$,

$$\varepsilon(q,0)-1=\frac{4\pi}{q^2}\,\frac{1}{\pi^2q}\int_0^{k_F}k\ln\left|\frac{2k+q}{2k-q}\right|dk .$$

An antiderivative of the integrand is $(k^2/2-q^2/8)\ln|(2k+q)/(2k-q)|+qk/2$. With $z=q/(2k_F)$ and $k_{TF}^2=4k_F/\pi$,

$$\varepsilon(q,0)=1+\frac{k_{TF}^2}{q^2}\left[\frac12+\frac{1-z^2}{4z}\ln\left|\frac{1+z}{1-z}\right|\right].$$

## Where the two descriptions meet

Put the linearly screened potential, $V(q)=-4\pi Z/[q^2\varepsilon(q,0)]$, into the phase-shift formula's cross section, using the first Born amplitude $f=-V(q)/(2\pi)$. At the Fermi level $q=2k_F\sin(\theta/2)$, so $1-\cos\theta=q^2/(2k_F^2)$ and $d\Omega_\theta=2\pi q\,dq/k_F^2$. Then

$$\sigma_{tr}=\int_0^{2k_F}\frac{q^2}{2k_F^2}\,\frac{V(q)^2}{4\pi^2}\,\frac{2\pi q\,dq}{k_F^2}=\frac{4\pi Z^2}{k_F^4}\int_0^{2k_F}\frac{dq}{q\,\varepsilon(q,0)^2}.$$

Multiplication by $nk_F=k_F^4/(3\pi^2)$ gives $Q_{lin}$. Lindhard friction is therefore the same momentum transfer, with two approximations: linear screening, by the Hartree field alone, and first-order scattering. It is proportional to $Z^2$ and cannot distinguish attraction from repulsion. The phase-shift formula can.

## Worked example: density parameter 2

Let the radius of the sphere containing one electron be $r_s=2$. Then $k_F=(9\pi/4)^{1/3}/r_s=0.960$ and $n=0.0298$. For the ion we use a model potential with one parameter,

$$V_0(r)=-\frac Zr\,e^{-\alpha r},$$

and choose $\alpha$ to satisfy the Friedel condition. This is not a self-consistent Kohn-Sham potential, so the values below illustrate the theory and are not predictions for a particular metal. The radial equation was integrated by the Numerov method for $l\le16$; counting nodes relative to the free wave gave the absolute phases, and bisection gave $\alpha$.

For $Z=1$, $\alpha=1.25$ and the first phases are $\delta_l/\pi=0.2924,\ 0.0450,\ 0.0096,\ 0.0023$. The sum is

$$\sin^2(0.2474\pi)+2\sin^2(0.0354\pi)+3\sin^2(0.0073\pi)+\dots=0.492+0.025+0.002+\dots\simeq0.518 .$$

The prefactor is $4k_F^2/(3\pi)=0.391$. Keeping one more figure in each factor, $Q=0.3908\times0.5181=0.20247$, or $0.202$. Quadrature of the Lindhard integral gives $Q_{lin}=0.158\,Z^2$. At $v=0.1$ the two stopping powers are 0.0202 and 0.0158 hartree per bohr, or 1.04 and 0.81 eV/Å.

| $Z$ | $\delta_0/\pi$ | $\delta_1/\pi$ | $\delta_2/\pi$ | $Q$ | $Q/Q_{lin}$ |
|---|---|---|---|---|---|
| −1 | −0.182 | −0.055 | −0.017 | 0.072 | 0.46 |
| 1 | 0.292 | 0.045 | 0.010 | 0.202 | 1.28 |
| 2 | 0.619 | 0.089 | 0.016 | 0.430 | 0.68 |
| 3 | 0.849 | 0.161 | 0.024 | 0.409 | 0.29 |
| 6 | 1.343 | 0.491 | 0.028 | 0.856 | 0.15 |
| 9 | 1.661 | 0.896 | 0.025 | 0.303 | 0.024 |
| 11 | 1.919 | 1.106 | 0.043 | 0.166 | 0.009 |
| 12 | 2.050 | 1.211 | 0.053 | 0.294 | 0.013 |

**Sign of the charge.** In this model, friction for $Z=1$ is 2.8 times that for $Z=-1$; linear theory makes them equal. The size of the factor depends on the shape of the potential: a self-consistent local-density potential at the same density gives $Q\approx0.26$ and $0.11$, a ratio of about 2.3.

**Shape of the potential.** The model potential does not reduce to Lindhard screening for weak charge, so the ratio $Q/Q_{lin}$ mixes the shape of the potential with nonlinear effects. For weak charge, $f(0)=\sum_l(2l+1)\delta_l/k_F$, while the Born amplitude gives $f(0)=2Z/\alpha^2$. The Friedel condition then yields $\alpha^2=4k_F/\pi=k_{TF}^2$, which is Thomas-Fermi screening. Setting $\varepsilon=1+k_{TF}^2/q^2$ in $Q_{lin}$ and substituting $t=q^2$,

$$Q_{TF}=\frac{2Z^2}{3\pi}\int_0^{4k_F^2}\frac{t\,dt}{(t+k_{TF}^2)^2}=\frac{2Z^2}{3\pi}\left[\ln(1+y)-\frac{y}{1+y}\right],\quad y=\pi k_F .$$

Here $y=3.01$ and $Q_{TF}=0.136\,Z^2$, which is 14% below the Lindhard value. The model's weak-charge limit is thus too low, yet its full result for $Z=1$ is 28% above Lindhard. Measured against its own weak limit, the increase is 49%. This is the net of two opposing changes: $\alpha$ rises from 1.11 to 1.25, which lowers $Q$, while scattering beyond first order raises $Q$ by 89% over the Born value at the same $\alpha$.

**Strong ions.** The $Z^2$ law fails badly. For $Z=6$ linear theory gives $36\times0.158=5.7$, against 0.86 from the phases. Among the integer charges from 1 to 12, $Q$ is largest at $Z=6$ and falls to 0.17 at $Z=11$. The terms of the sum show why. At $Z=6$, $\delta_1-\delta_2=0.463\pi$ is close to $\pi/2$, and the term $2\sin^2(\delta_1-\delta_2)=1.97$ supplies most of the total 2.19. At $Z=11$ this difference is $1.062\pi$, close to $\pi$, and the same term is 0.08. The sum depends on each phase only modulo $\pi$, so $\delta_1=1.106\pi$ scatters as $0.106\pi$ would. Most of the remaining total of 0.425 is the first term, $\sin^2(\delta_0-\delta_1)=0.31$.

## Range of validity

The result is the leading order in $v$. Integrating the shifted sphere numerically for $Z=1$, with $V_0$ held fixed, gives a drag 1.3% below $Qv$ at $v=0.2$; for $Z=-1$ and $Z=2$ to 12 the deviation lies between $-1.6\%$ and $+3.0\%$. This measures the change due to the electron distribution alone, not the deformation of the screening cloud at that speed.

The derivation also requires a fixed charge state and a steady flow around the ion. An ion that captures and loses electrons, or that passes through strongly varying density near lattice atoms, needs a time-dependent treatment of those changes. The uniform gas has no band structure: in metals with d bands below the Fermi level, such as copper, silver and gold, the electronic loss need not be proportional to velocity. Energy lost in collisions with the lattice nuclei, which can dominate for slow ions, is not included.

Numerical values quoted here were computed with a short program.
